# Threshold Shift from an Ionized Boron Sheet at the Silicon–Oxide Interface

## Common data

Boron can accumulate at a silicon–oxide interface during the transient diffusion that follows an implant. Here the final pile-up is given, and only its electrical effect is asked for.

A long n-channel transistor has a uniformly doped p-type substrate. The gate work function and the fixed oxide and interface charges are the same with and without the pile-up. The extra boron is uniform along the channel and is additional to the substrate doping.

| Quantity | Value |
|---|---|
| Oxide thickness $t$ | 5.0 nm |
| Relative permittivity, oxide and silicon | 3.9 and 11.7 |
| Extra boron dose $N$ | $1.0\times10^{11}$ cm$^{-2}$ |
| Substrate doping $N_A$ | $5.0\times10^{17}$ cm$^{-3}$ |
| Intrinsic density $n_i$ (rough) | $1.0\times10^{10}$ cm$^{-3}$ |
| Temperature $T$ | 300 K |

Depth $x$ runs from the interface into the silicon, whose permittivity is $\varepsilon$. The potential $\psi(x)$ is zero in the neutral bulk, $\psi_s=\psi(0)$, and $F=-d\psi/dx$. The elementary charge $q$ is positive, and $v=k_BT/q$. The gate voltage $V$ is measured from the flat-band voltage of the device without extra boron. Substrate boron is fully ionized and carriers obey Boltzmann statistics. Unless stated otherwise, threshold means $\psi_s=2\phi_F$, with $\phi_F=v\ln(N_A/n_i)$ set by the substrate doping.

## Part (a): a sheet at the interface

**Question.** All the extra boron is ionized and lies at $x=0$. Derive the threshold shift and evaluate it. Does it depend on the substrate doping or on the threshold criterion?

**Model answer.** Let $Q$ be the magnitude of the negative charge per area from the interface inward. The field vanishes in the neutral bulk, so Gauss's law gives an oxide field $Q/\varepsilon_{ox}$ directed towards the silicon. The oxide drop is this field times $t$. Fixed oxide charge adds a constant already contained in the flat-band voltage. Hence

$$V=\psi_s+\frac{Q}{C},\qquad C=\frac{\varepsilon_{ox}}{t}.$$

Inside the silicon, $\psi$ obeys Poisson's equation with $\psi(0)=\psi_s$ and $\psi\to0$ in the bulk. A sheet at $x=0$ lies outside this region and does not enter the problem. For a given $\psi_s$, the depletion and electron charges are therefore unchanged, and $Q$ grows by $qN$:

$$\Delta V=\frac{qN}{C}.$$

The sign is positive because the gate must supply extra positive charge to balance the negative acceptors. With $C=0.6906$ µF/cm$^2$ and $qN=0.01602$ µC/cm$^2$,

$$\Delta V=\frac{0.01602}{0.6906}\ \text{V}=0.0232\ \text{V}=23.2\ \text{mV}.$$

The substrate doping has dropped out. So has the choice between fixed surface potential and fixed electron charge, because both quantities keep their values together.

A numerical solution of the full Poisson equation, with the oxide meshed explicitly, gives 23.20 mV for the sheet. Replacing the sheet by an exponential profile of decay length 0.2 nm gives 23.11 mV at a substrate doping of $10^{17}$ cm$^{-3}$ and 23.03 mV at $5\times10^{17}$ cm$^{-3}$. The small deficits come from the finite depth, treated in part (d).

## Part (b): is the boron ionized?

**Question.** Bound the neutral fraction of isolated substitutional boron at the interface at threshold.

**Model answer.** A neutral acceptor has four times the statistical weight of an ionized one. With acceptor level $E_A$ and Fermi level $E_F$, the neutral fraction is

$$f=\frac{1}{1+\tfrac14e^{(E_F-E_A)/k_BT}}<4e^{-(E_F-E_A)/k_BT}.$$

In the bulk, $E_F$ lies $q\phi_F$ below midgap. Bending the bands down by $2q\phi_F$ puts it $q\phi_F$ above midgap at the surface. The boron level lies below midgap, so $E_F-E_A>q\phi_F$ and

$$f<4e^{-\phi_F/v}=\frac{4n_i}{N_A}=8\times10^{-8}.$$

Using the actual shallow position of the level lowers the estimate to about $2\times10^{-16}$. Thermal neutralization at the interface is negligible. In the neutral bulk the Fermi level lies much closer to the boron level, and full ionization there is an assumption of the model. For an isolated level 45 meV above the valence band, some 20 to 30% of the bulk boron would be neutral at this doping and 300 K, which moves the bulk Fermi level by 6 to 9 meV. This affects the reference threshold of part (c) but not the interface-sheet result $qN/C$. Boron in inactive clusters, or neutral boron inside the oxide, is a different matter: it must not be counted in $N$.

## Part (c): the reference threshold

**Question.** Find the threshold voltage without extra boron, keeping both holes and electrons in Poisson's equation.

**Model answer.** Let $p_0$ and $n_0=n_i^2/p_0$ be the bulk carrier densities. Bulk neutrality fixes the net acceptor density at $p_0-n_0$, so

$$\varepsilon\frac{d^2\psi}{dx^2}=-\rho,\qquad
\rho=q\left[p_0e^{-\psi/v}-n_0e^{\psi/v}-p_0+n_0\right].$$

Multiplying by $d\psi/dx$ turns the left side into the derivative of $\varepsilon F^2/2$. Integrating from the bulk, where $\psi=F=0$, to the surface gives

$$\frac{\varepsilon F(0)^2}{2}=-\int_0^{\psi_s}\rho\,d\psi
=q\left[p_0v(e^{-\psi_s/v}-1)+n_0v(e^{\psi_s/v}-1)+(p_0-n_0)\psi_s\right].$$

At $\psi_s=2\phi_F$, where $p_0=N_A$ apart from the negligible $n_0$, the exponentials satisfy $n_0e^{\psi_s/v}=p_0$ and $p_0e^{-\psi_s/v}=n_0$. The first two terms become $v(n_0-p_0)$ and $v(p_0-n_0)$, which cancel. What remains is the depletion formula:

$$Q=\varepsilon F(0)=qN_AW,\qquad W=\sqrt{\frac{2\varepsilon(2\phi_F)}{qN_A}}.$$

At this one surface potential, the electron charge makes up for the charge lost in the gradual hole tail at the depletion edge.

For the numbers, define $\ell=\varepsilon/C=(11.7/3.9)\times5.0\ \text{nm}=15$ nm. The substrate charge per nanometre of depth is $qN_A\times1\ \text{nm}=0.00801$ µC/cm$^2$. With $2\phi_F=0.9166$ V,

$$W^2=\frac{2\ell C(2\phi_F)}{qN_A}
=\frac{2(15)(0.6906)(0.9166)}{0.00801}\ \text{nm}^2,
\qquad W=48.7\ \text{nm}.$$

The substrate dose within $W$ is $N_AW=2.43\times10^{12}$ cm$^{-2}$, or 24.3 times $N$. The oxide drop is thus $24.34\times23.20$ mV, about 0.565 V, and

$$V_{\rm ref}=0.917+0.565=1.48\ \text{V}.$$

The numerical Poisson solution also gives 1.48 V. This is the voltage above flat band; the absolute threshold needs the flat-band voltage as well.

## Part (d): a buried sheet at fixed surface potential

**Question.** The sheet now lies at depth $x_0<W$. Find the shift at fixed $\psi_s=2\phi_F$, first in the depletion approximation and then including mobile carriers to first order in $N$.

**Model answer.** Let $W'$ be the new depletion width. Between the surface and the sheet, the field contains an extra $qN/\varepsilon$. Integrating the field over depth gives

$$2\phi_F=\frac{qN_AW'^2}{2\varepsilon}+\frac{qNx_0}{\varepsilon}.$$

Since $2\phi_F=qN_AW^2/(2\varepsilon)$, it follows that $W^2-W'^2=2Nx_0/N_A$. Factoring the difference of squares,

$$W-W'=\frac{2Nx_0}{N_A(W+W')}\simeq\frac{Nx_0}{N_AW}.$$

The total charge changes by $qN-qN_A(W-W')$, so

$$\Delta V\simeq\frac{qN}{C}\left(1-\frac{x_0}{W}\right).$$

The sheet supports part of the fixed band bending, and the depletion layer retreats. The result tends to $qN/C$ as $x_0\to0$ and to zero at the depletion edge. To first order, a distributed pile-up follows by adding sheets. An exponential profile with decay length $\lambda\ll W$ has mean depth $\lambda$, which replaces $x_0$.

To include mobile carriers, linearize Poisson's equation about the reference solution:

$$\varepsilon\,\delta\psi''+\rho'(\psi)\,\delta\psi=qN\,\delta(x-x_0),
\qquad \delta\psi(0)=\delta\psi(\infty)=0.$$

Here $\rho'=d\rho/d\psi$. Differentiating the reference equation with respect to $x$ shows that $\varepsilon F''+\rho'(\psi)F=0$. Multiply the equation for $\delta\psi$ by $F$, the equation for $F$ by $\delta\psi$, subtract, and integrate over the silicon:

$$\varepsilon\left[F\delta\psi'-\delta\psi F'\right]_0^\infty
=-\varepsilon F(0)\delta\psi'(0)=qNF(x_0).$$

The added surface charge is $\varepsilon\,\delta F(0)=-\varepsilon\,\delta\psi'(0)$, hence

$$\Delta V=\frac{qN}{C}\,\frac{F(x_0)}{F(0)}.$$

For a sheet below the electrons but well above the depletion edge, Gauss's law gives $\varepsilon F(x_0)=qN_AW-qN_Ax_0-qN_e$, where $N_e$ is the electron density per area. Therefore

$$\frac{F(x_0)}{F(0)}=1-\frac{x_0}{W}-\frac{N_e}{N_AW}.$$

With $N_e=3.51\times10^{10}$ cm$^{-2}$, the last term lowers the shift by $23.2\times0.0351/2.434=0.33$ mV.

| Depth | Depletion formula | With electron term | Full Poisson |
|---|---|---|---|
| 10 nm | 18.43 mV | 18.10 mV | 18.09 mV |
| 20 nm | 13.67 mV | 13.34 mV | 13.26 mV |

For an exponential pile-up with $\lambda=2$ nm, the depletion formula gives 22.25 mV and the full equation 22.00 mV. The electron term acts only partly here, since some of the boron lies above some of the electrons. Halving the mesh spacing changes the latter shift by 0.0002 mV in magnitude.

## Part (e): redistribution instead of addition

**Question.** Suppose the interface dose was taken from depth $d=20$ nm in the same substrate. What is the shift at fixed $\psi_s$?

**Model answer.** Add a sheet $+N$ at the interface and a deficit $-N$ at $d$. In the depletion approximation, the first-order contributions sum to

$$\Delta V=\frac{qN}{C}\left[1-\left(1-\frac dW\right)\right]
=\frac{qN}{C}\frac dW.$$

This gives $23.20\times20/48.69=9.53$ mV. The full Poisson result is 9.79 mV; the electron term of part (d) now enters with the opposite sign and raises the shift to 9.86 mV. The second-order change of the depletion width, dropped when $W+W'$ was replaced by $2W$, lowers it by 0.08 mV; the same term separates 13.34 from 13.26 mV in part (d).

A pile-up measured only as an interface dose therefore does not determine the threshold shift. The dose gives the full $qN/C$ if it is additional or, in this approximation, if it comes from the neutral region beyond the depletion edge. Boron moved from within the depletion layer gives less.

## Part (f): threshold at fixed electron charge

**Question.** A threshold set by a small fixed drain current is better represented by fixed electron density per area, provided the mobility and drain bias are unchanged. Find the shift for a buried sheet under this criterion, and evaluate it for $x_0=1$ nm with classical electrons.

**Model answer.** In the depletion region below the sheet, the reference potential is $qN_A(W-x)^2/(2\varepsilon)$. A small change $\delta W$ alters it by $a(W-x)$, with $a=qN_A\delta W/\varepsilon$. Above the sheet, its field adds a linear term. Neglecting changes in the electrons' own field,

$$\delta\psi(x)=a(W-x)+\frac{qN}{\varepsilon}(x_0-x)_+,$$

where $(y)_+$ equals $y$ for positive $y$ and zero otherwise.

For Boltzmann electrons, $\delta n/n=\delta\psi/v$. Fixed total electron density therefore requires the electron-weighted mean of $\delta\psi$ to vanish. The same condition holds for quantized electrons to first order: each subband energy shifts by $-q$ times the mean of $\delta\psi$ in that subband, and its population responds through the Boltzmann factor.

Let $x_e$ be the mean electron depth and $g=\langle(x_0-x)_+\rangle$. Then

$$a(W-x_e)+\frac{qN}{\varepsilon}g=0,\qquad
a=-\frac{qN}{\varepsilon}\frac{g}{W-x_e}.$$

The surface potential changes by $aW+qNx_0/\varepsilon$, and the total charge by $qN+qN_A\delta W=qN+\varepsilon a$. Thus

$$\Delta V=\frac{qN+\varepsilon a}{C}+aW+\frac{qNx_0}{\varepsilon}.$$

Two limits show its meaning. If all electrons lie below the sheet, $g=a=0$ and

$$\Delta V=qN\left(\frac1C+\frac{x_0}{\varepsilon}\right).$$

The sheet then acts through the oxide plus a silicon layer of thickness $x_0$, so the shift exceeds $qN/C$. If all electrons lie above the sheet, $g=x_0-x_e$, and substitution gives

$$\Delta V=qN\left(\frac1C+\frac{x_e}{\varepsilon}\right)\frac{W-x_0}{W-x_e}.$$

Now the shift falls with sheet depth.

For the number, $qN/\varepsilon=(qN/C)/\ell=23.20/15=1.547$ mV/nm. The classical mean electron depth is 0.72 nm. Approximating the electron profile as exponential,

$$g=x_0-x_e(1-e^{-x_0/x_e})=0.46\ \text{nm},$$

$$a=-1.547\times\frac{0.46}{48.69-0.72}=-0.0148\ \text{mV/nm}.$$

The four contributions are

$$\Delta V=23.20+15(-0.0148)+48.69(-0.0148)+1.55
=23.8\ \text{mV}.$$

Quantum confinement moves electrons away from the oxide. A Schrödinger calculation with silicon's anisotropic valleys, a hard oxide wall and no electron self-field gives a mean depth of 2.01 nm at the same electron density, using the abrupt depletion potential. Keeping the gradual hole tail raises this depth to about 2.03 nm and changes the shifts below by less than 0.01 mV. The resulting shifts are:

| Sheet depth | Classical, Poisson | Quantum |
|---|---|---|
| 1 nm | 23.78 mV | 24.65 mV |
| 2 nm | 23.53 mV | 25.41 mV |

The first-order formula, evaluated with the calculated electron profiles, agrees with all four entries to within 0.03 mV. The hard wall is an idealization: letting the electrons penetrate a 3.1 eV oxide barrier lowers the 2 nm quantum entry by about 0.1 mV. The quantum entries exceed the classical ones because more of the quantized charge lies below the sheet: about 40% against 6% for the sheet at 2 nm. This reduces $g$ and leaves more of the positive $qNx_0/\varepsilon$ term.

## Part (g): use for a real transistor

**Question.** Assess the interface formula for a device of this kind. Include finite pile-up depth, temperature, gate depletion, oxide thickness, oxide leakage and random atom number.

**Model answer.** The chosen oxide and doping are rough, typical values for a quarter-micrometre n-channel transistor. A real pile-up has finite depth, and this moves the interface value of 23.2 mV in a direction that depends on the criterion and on the depth. A 2 nm exponential profile at fixed surface potential gives 22.0 mV, 5% lower. A sheet at 2 nm with fixed quantized electron charge gives 25.4 mV, about 10% higher. These are two cases, not bounds. Real pile-up can also vary between source and drain; that variation and short-channel electrostatics are not sized here.

At 400 K, the 2 nm exponential profile gives 21.9 mV at fixed $\psi_s=2\phi_F$, with $\phi_F$ recalculated for that temperature from a rough $n_i$ of $3.5\times10^{12}$ cm$^{-3}$; taking $5.5\times10^{12}$ cm$^{-3}$ instead gives 21.8 mV. The interface-sheet formula itself has no temperature dependence while the boron stays ionized and $C$ is fixed.

In the depletion approximation, an n-type polysilicon gate of active doping $N_g$ drops $Q^2/(2q\varepsilon N_g)$, and adding $qN$ to $Q$ raises this drop by about $QN/(\varepsilon N_g)$. For $N_g=10^{20}$ cm$^{-3}$ the increase would be 0.38 mV, the value in the numerical output. But the drop itself would be only 4.6 mV, well below $v=25.9$ mV. So small a drop cannot clear the gate of electrons, and the approximation fails. With Boltzmann electrons kept, the integration of part (c) gives for a gate drop $u$

$$\frac{Q^2}{2\varepsilon}=qN_g\left[u-v(1-e^{-u/v})\right].$$

Differentiating shows that the increase is $QN/(\varepsilon N_g)$ divided by $1-e^{-u/v}$. Here $u$ is about 17 mV and the increase about 0.8 mV. Fermi–Dirac statistics, needed at this doping, raise it to about 1.0 mV.

Because $\Delta V$ is proportional to $t$, an oxide thicker by 0.2 nm adds $23.2\times0.2/5=0.93$ mV, or 4%. The oxide field at threshold is 1.18 MV/cm, well below breakdown of a good oxide, which is roughly 10 MV/cm. A semiclassical estimate of the direct tunnelling factor is about $10^{-24}$ for an oxide effective mass of 0.4 electron masses. Masses of 0.3 and 0.5 give about $10^{-20}$ and $10^{-26}$. Direct tunnelling therefore does not disturb this electrostatic balance; leakage through oxide defects is not estimated here.

A square gate 250 nm on a side covers on average 62.5 extra atoms. If they are placed independently, their number has standard deviation $\sqrt{62.5}$, and the sheet-averaged shift has standard deviation

$$\frac{23.2\ \text{mV}}{\sqrt{62.5}}=2.9\ \text{mV}.$$

This is 13% of the mean shift. It excludes randomness of the substrate dopants and the effect of atom positions on current paths. The substrate randomness is present with or without the pile-up and is larger: weighting each depth by $1-x/W$ gives a threshold spread of $(q/C)\sqrt{N_AW/(3A)}$, about 8 mV for this gate area $A$. For a single small device, it is larger than the other corrections sized in this part; for the mean of many devices, the pile-up depth and the threshold criterion matter more. The full numerical output follows.

## Calculated quantities

```
Oxide thickness: 5.0 nm
Relative permittivity, oxide: 3.9
Relative permittivity, Si: 11.7
Extra boron dose: 1.0e+11 cm^-2
Substrate boron: 5.0e+17 cm^-3
Temperature: 300 K
Intrinsic density, rough: 1.0e+10 cm^-3
Oxide capacitance: 0.6906 uF/cm2
Extra charge magnitude: 0.01602 uC/cm2
Ideal interface shift qN/C: 23.20 mV
Interface shift, Poisson: 23.20 mV
0.2 nm decay, 1e17 cm^-3 doping: 23.11 mV
0.2 nm decay, 5e17 cm^-3 doping: 23.03 mV
Surface potential 2 phi_F: 0.9166 V
Depletion width: 48.69 nm
Reference threshold above flat band: 1.4814 V
Electron density at threshold: 3.51e+10 cm^-2
Fixed psi_s, sheet at 10 nm, Poisson: 18.09 mV
  depletion formula: 18.43 mV
Fixed psi_s, sheet at 20 nm, Poisson: 13.26 mV
  depletion formula: 13.67 mV
Fixed psi_s, 2 nm decay, Poisson: 22.00 mV
  depletion formula: 22.25 mV
Dose moved from 20 nm to interface: 9.79 mV
  depletion formula: 9.53 mV
Mean electron depth, classical: 0.72 nm
Mean electron depth, quantum: 2.01 nm
Quantum depletion width: 50.31 nm
Fixed charge, 1 nm, classical: 23.78 mV
  first-order formula: 23.79 mV
Fixed charge, 1 nm, quantum: 24.65 mV
  first-order formula: 24.65 mV
Fixed charge, 2 nm, classical: 23.53 mV
  first-order formula: 23.56 mV
Fixed charge, 2 nm, quantum: 25.41 mV
  first-order formula: 25.41 mV
Mesh halving, 2 nm decay shift: -0.0002 mV
Mesh halving, reference threshold: -0.0103 mV
Mesh halving, quantum 2 nm: 0.0005 mV
Fixed psi_s, 2 nm decay at 400 K: 21.86 mV
Added gate depletion, 1e20 cm^-3 gate: 0.38 mV
Effect of 0.2 nm thicker oxide: 0.93 mV
Extra atoms under 250 nm square gate: 62.5
Random-number spread of shift: 2.93 mV
Neutral boron fraction at interface: 1.8e-16
Electron degeneracy correction: 0.65 percent
Oxide field at threshold: 1.18 MV/cm
log10 oxide tunnelling factor: -23.6
```
